# Fitting a one-electron spin-orbit charge to the iodine splitting: verification in Python

```python
# Result under test: the one-electron operator Z_eff e^2/(2 m^2 c^2 r^3) l.s,
# fitted to the 2P splitting dE of iodine (5p^5), needs
#     Z_eff = 4 dE / (3 alpha^2 <r^-3>)      (atomic units),
# which far exceeds Z = 53 when the 5p orbital is nodeless and valence-sized.
# Symbols: zeta = spin-orbit coupling constant, nu and xi = power and exponent
# of the Slater orbital R ~ r^(nu-1) exp(-xi r), u = r R = radial function.
# The cause is tested with an all-electron exchange-only local-density atom
# whose 5p orbital is made nodeless inside a radius r_c with its norm kept.
import numpy as np
from scipy import constants as const
from scipy.integrate import quad
from scipy.linalg import eigh_tridiagonal
from scipy.optimize import brentq

Z = 53
splitting_cm = 7603.0
alpha = const.fine_structure
bohr = const.physical_constants["Bohr radius"][0]
hartree = const.physical_constants["Hartree energy"][0]
cm_in_joule = const.h * const.c * 100.0
hartree_cm = hartree / cm_in_joule
splitting = splitting_cm / hartree_cm


def fitted_charge(inv_r3):
    return 4.0 * splitting / (3.0 * alpha**2 * inv_r3)


# ---- Five p electrons: diagonalize sum l.s in Fock space ----
def angular_matrices(j):
    m = np.arange(j, -j - 1, -1)
    raising = np.diag(np.sqrt(j * (j + 1) - m[1:] * (m[1:] + 1)), 1)
    return ((raising + raising.T) / 2, (raising - raising.T) / 2j,
            np.diag(m))


one_body = sum(np.kron(a, b) for a, b in
               zip(angular_matrices(1.0), angular_matrices(0.5)))
lower = np.array([[0.0, 1.0], [0.0, 0.0]])
parity = np.diag([1.0, -1.0])
annihilators = []
for mode in range(6):
    op = np.eye(1)
    for k in range(6):
        factor = parity if k < mode else (lower if k == mode else np.eye(2))
        op = np.kron(op, factor)
    annihilators.append(op)
fock = sum(one_body[i, j] * annihilators[i].T @ annihilators[j]
           for i in range(6) for j in range(6))
number = np.diag(sum(a.T @ a for a in annihilators))
five = np.where(np.abs(number - 5) < 1e-9)[0]
levels = np.linalg.eigvalsh(fock[np.ix_(five, five)])
assert np.allclose(levels, [-0.5] * 4 + [1.0] * 2, atol=1e-10)
gap_in_zeta = levels[-1] - levels[0]
zeta = splitting / gap_in_zeta


# ---- Nodeless Slater orbital ----
def slater_inv_r3(nu, xi):
    return (2 * xi)**3 / (2 * nu * (2 * nu - 1) * (2 * nu - 2))


def slater_quadrature(nu, xi, power):
    # the variable t = xi r keeps the integrand on a fixed scale
    top = quad(lambda t: t**(2 * nu + power) * np.exp(-2 * t), 0, 60,
               epsabs=1e-13, epsrel=1e-11, limit=200)[0]
    norm = quad(lambda t: t**(2 * nu) * np.exp(-2 * t), 0, 60,
                epsabs=1e-13, epsrel=1e-11, limit=200)[0]
    return top / norm / xi**power


nu = 4.0
screening = 6 * 0.35 + 18 * 0.85 + 28 * 1.0
xi = (Z - screening) / nu
inv_r3_slater = slater_inv_r3(nu, xi)
radius_slater = (2 * nu + 1) / (2 * xi)
inv_r3_quad = slater_quadrature(nu, xi, -3)
assert abs(inv_r3_slater / inv_r3_quad - 1) < 1e-7
assert abs(radius_slater / slater_quadrature(nu, xi, 1) - 1) < 1e-7
charge_slater = fitted_charge(inv_r3_slater)
assert charge_slater > 10 * Z

# Put the fitted charge back into the operator, in SI constants.
coulomb = const.e**2 / (4 * const.pi * const.epsilon_0)
zeta_joule = (charge_slater * coulomb * const.hbar**2
              / (2 * const.m_e**2 * const.c**2) * inv_r3_quad / bohr**3)
recovered_cm = gap_in_zeta * zeta_joule / cm_in_joule
assert abs(recovered_cm / splitting_cm - 1) < 1e-6

# Same mean radius, other powers: charges from quadrature.
powers = [2.0, 3.0, 4.0, 5.0, 6.0]
family = [fitted_charge(slater_quadrature(
    p, (2 * p + 1) / (2 * radius_slater), -3)) for p in powers]
for p, value in zip(powers, family):
    shape = 2 * p * (2 * p - 1) * (2 * p - 2) / (2 * p + 1)**3
    law = 4 * splitting / (3 * alpha**2) * radius_slater**3 * shape
    assert abs(value / law - 1) < 1e-6
assert np.all(np.diff(family) > 0) and family[0] > 10 * Z

# Mean radius at which the nu = 4 orbital would give Z_eff = Z.
radius_needed = radius_slater * (Z / charge_slater)**(1 / 3)
xi_needed = (2 * nu + 1) / (2 * radius_needed)
assert abs(fitted_charge(slater_quadrature(nu, xi_needed, -3)) / Z - 1) < 1e-6

# ---- All-electron atom on a radial grid ----
points, r_max, r_scale = 4000, 30.0, 0.05
step = np.log(1 + r_max / r_scale) / (points + 1)
full = r_scale * np.expm1(step * np.arange(points + 2))
r = full[1:-1]
h = np.diff(full)
w = (h[:-1] + h[1:]) / 2


def radial_states(potential, l, count):
    diagonal = (0.5 * (1 / h[:-1] + 1 / h[1:]) / w
                + l * (l + 1) / (2 * r**2) + potential)
    off = -0.5 / h[1:-1] / np.sqrt(w[:-1] * w[1:])
    energy, vectors = eigh_tridiagonal(diagonal, off, select="i",
                                       select_range=(0, count - 1))
    return energy, vectors / np.sqrt(w)[:, None]


# Solver check: hydrogen-like 5p orbital, known <r^-3> = Z^3/(n^3 l(l+1/2)(l+1))
test_u = radial_states(-Z / r, 1, 4)[1][:, 3]
assert abs(np.sum(w * test_u**2 / r**3) / (Z**3 / (125 * 3.0)) - 1) < 2e-3

occupation = {0: [2] * 5, 1: [6, 6, 6, 5], 2: [10, 10]}
assert sum(sum(v) for v in occupation.values()) == Z
x_tf = r * Z**(1 / 3) / 0.885
V = -(1 + (Z - 1) / (1 + 0.6 * x_tf)**2) / r
converged = False
for iteration in range(200):
    density = np.zeros(points)
    band_sum = 0.0
    for l, occ in occupation.items():
        energy, states = radial_states(V, l, len(occ))
        density += states**2 @ np.array(occ, float)
        band_sum += np.dot(energy, occ)
        if l == 1:
            energy_5p, u = energy[3], states[:, 3]
    shell = density * w
    enclosed = np.cumsum(shell) - shell / 2
    outer = np.cumsum((shell / r)[::-1])[::-1] - shell / r / 2
    V_hartree = enclosed / r + outer
    V_exchange = -(3 * density / (4 * np.pi**2 * r**2))**(1 / 3)
    V_new = -Z / r + V_hartree + V_exchange
    change = np.max(np.abs(r * (V_new - V)))
    if change < 1e-6:
        converged = True
        break
    V = V + 0.35 * (V_new - V)
assert converged

kinetic = band_sum - np.sum(shell * V)
potential_energy = np.sum(shell * (-Z / r + V_hartree / 2
                                   + 0.75 * V_exchange))
virial = -potential_energy / kinetic
assert abs(virial - 2) < 2e-3

if u[np.argmax(np.abs(u))] < 0:
    u = -u
inv_r3_all = np.sum(w * u**2 / r**3)
radius_all = np.sum(w * u**2 * r)
charge_all = fitted_charge(inv_r3_all)
peak = int(np.argmax(u))
crossings = np.where((u[:-1] * u[1:] < 0) & (r[:-1] > 1e-3)
                     & (r[:-1] < r[peak]))[0]
assert len(crossings) == 3
cumulative = np.cumsum(w * u**2 / r**3) / inv_r3_all
share_first, share_last = cumulative[crossings[0]], cumulative[crossings[-1]]
norm_last = np.sum((w * u**2)[:crossings[-1] + 1])
assert share_first > 0.5 and share_last > 0.9
assert 0.5 * Z < charge_all < 2 * Z

# Splitting from the actual potential gradient, without a fitted charge.
gradient = (Z - enclosed) / r**2 + np.gradient(V_exchange, r)
zeta_gradient = alpha**2 / 2 * np.sum(w * u**2 * gradient / r)
splitting_gradient = gap_in_zeta * zeta_gradient * hartree_cm
assert 1 / 1.5 < splitting_gradient / splitting_cm < 1.5

# ---- Remove the nodes inside r_c, keeping the tail and the norm ----
r_c = r[peak]
inside = slice(0, peak + 1)
x = r[inside] / r_c
log_slope = np.gradient(u, r)[peak] / u[peak]
curvature = 2 / r_c**2 + 2 * (V[peak] - energy_5p)
target = [np.log(u[peak] / r_c**2),
          r_c * (log_slope - 2 / r_c),
          r_c**2 * (curvature - log_slope**2 + 2 / r_c**2)]
coeff = np.linalg.solve([[1, 1, 1], [0, 2, 4], [0, 2, 12]], target)
base = coeff[0] + coeff[1] * x**2 + coeff[2] * x**4
bump = (1 - x)**3 * (1 + 3 * x)
norm_inside = np.sum((w * u**2)[inside])


def smooth_part(lam):
    return r[inside]**2 * np.exp(base + lam * bump)


lam = brentq(lambda s: np.log(np.sum(w[inside] * smooth_part(s)**2)
                              / norm_inside), -200, 200, xtol=1e-12)
u_smooth = u.copy()
u_smooth[inside] = smooth_part(lam)
assert abs(np.sum(w * u_smooth**2) - 1) < 1e-8
assert np.all(u_smooth[r < 10] > 0)
inv_r3_smooth = np.sum(w * u_smooth**2 / r**3)
radius_smooth = np.sum(w * u_smooth**2 * r)
charge_smooth = fitted_charge(inv_r3_smooth)
assert charge_smooth > 10 * Z
assert abs(radius_smooth / radius_all - 1) < 0.1

print(f"Nuclear charge Z: {Z}")
print(f"Given splitting: {splitting_cm:.0f} cm^-1 = {splitting:.6f} hartree")
print(f"p^5 levels in units of zeta: {levels[0]:.3f} (4), {levels[-1]:.3f} (2)")
print(f"Coupling constant zeta: {zeta * hartree_cm:.1f} cm^-1")
print(f"Coupling constant zeta: {zeta:.6f} hartree")
print(f"Fine-structure constant: {alpha:.8f}")
print(f"Product Z_eff <r^-3> required: {fitted_charge(1.0):.2f} bohr^-3")
print("-- Slater 5p orbital --")
print(f"Screening: {screening:.2f}, nu: {nu:.1f}, xi: {xi:.3f} bohr^-1")
print(f"<r^-3> formula: {inv_r3_slater:.6f} bohr^-3")
print(f"<r^-3> quadrature: {inv_r3_quad:.6f} bohr^-3")
print(f"<r>: {radius_slater:.4f} bohr")
print(f"Z_eff: {charge_slater:.1f}")
print(f"Z_eff / Z: {charge_slater / Z:.1f}")
print(f"Splitting recovered from operator: {recovered_cm:.2f} cm^-1")
for p, value in zip(powers, family):
    print(f"Z_eff at the same <r>, nu = {p:.0f}: {value:.0f}")
print(f"<r> needed for Z_eff = Z (nu = 4): {radius_needed:.4f} bohr")
print("-- All-electron exchange-only local-density 5p orbital --")
print(f"Virial ratio -V/T: {virial:.5f}")
print(f"5p orbital energy: {energy_5p:.4f} hartree")
print(f"<r>: {radius_all:.4f} bohr")
print(f"<r^-3>: {inv_r3_all:.3f} bohr^-3")
print(f"Z_eff: {charge_all:.1f}")
print("Node radii: " + ", ".join(f"{r[i]:.3f}" for i in crossings) + " bohr")
print(f"Share of <r^-3> inside first node: {100 * share_first:.1f} %")
print(f"Share of <r^-3> inside last node: {100 * share_last:.1f} %")
print(f"Share of norm inside last node: {100 * norm_last:.2f} %")
print(f"Splitting from (1/r)dV/dr: {splitting_gradient:.0f} cm^-1")
print("-- Same orbital made nodeless inside r_c --")
print(f"r_c: {r_c:.4f} bohr")
print(f"Norm inside r_c: {norm_inside:.4f}")
print(f"<r>: {radius_smooth:.4f} bohr")
print(f"<r^-3>: {inv_r3_smooth:.4f} bohr^-3")
print(f"Z_eff: {charge_smooth:.0f}")
print(f"Z_eff / Z: {charge_smooth / Z:.1f}")
print(f"Ratio of <r^-3>, nodal to nodeless: {inv_r3_all / inv_r3_smooth:.1f}")
print("PASS")
```

It prints:

```
Nuclear charge Z: 53
Given splitting: 7603 cm^-1 = 0.034642 hartree
p^5 levels in units of zeta: -0.500 (4), 1.000 (2)
Coupling constant zeta: 5068.7 cm^-1
Coupling constant zeta: 0.023095 hartree
Fine-structure constant: 0.00729735
Product Z_eff <r^-3> required: 867.38 bohr^-3
-- Slater 5p orbital --
Screening: 45.40, nu: 4.0, xi: 1.900 bohr^-1
<r^-3> formula: 0.163310 bohr^-3
<r^-3> quadrature: 0.163310 bohr^-3
<r>: 2.3684 bohr
Z_eff: 5311.3
Z_eff / Z: 100.2
Splitting recovered from operator: 7603.00 cm^-1
Z_eff at the same <r>, nu = 2: 2213
Z_eff at the same <r>, nu = 3: 4032
Z_eff at the same <r>, nu = 4: 5311
Z_eff at the same <r>, nu = 5: 6234
Z_eff at the same <r>, nu = 6: 6924
<r> needed for Z_eff = Z (nu = 4): 0.5099 bohr
-- All-electron exchange-only local-density 5p orbital --
Virial ratio -V/T: 2.00000
5p orbital energy: -0.2258 hartree
<r>: 2.5192 bohr
<r^-3>: 16.621 bohr^-3
Z_eff: 52.2
Node radii: 0.123, 0.369, 0.976 bohr
Share of <r^-3> inside first node: 95.2 %
Share of <r^-3> inside last node: 99.4 %
Share of norm inside last node: 4.10 %
Splitting from (1/r)dV/dr: 7394 cm^-1
-- Same orbital made nodeless inside r_c --
r_c: 2.0495 bohr
Norm inside r_c: 0.3470
<r>: 2.5405 bohr
<r^-3>: 0.1497 bohr^-3
Z_eff: 5795
Z_eff / Z: 109.3
Ratio of <r^-3>, nodal to nodeless: 111.1
PASS
```
